# Temperature sensitivity of first-order deposition under severe pore diffusion

**Q.** I am infiltrating a porous body from a vapour. At high temperature the precursor is used up near the pore mouths, so diffusion controls the rate. Gas diffusivity hardly depends on temperature, so the deposition rate should hardly depend on it either. What is wrong with that?

**A.** You are treating the rate as a diffusion flux \(Dn_0/(\text{length})\), with \(n_0\) the precursor density at the mouth and \(D\) the diffusivity. Which length do you put in the denominator?

**Q.** The pore length, I suppose. It is fixed.

**A.** Let us see whether the balance agrees. Take a straight pore of radius \(r\) and length \(2L\), open at both ends to the same gas, and follow one half, from the mouth at \(x=0\) to the midplane at \(x=L\). The pore is isothermal and the precursor dilute. The wall consumes \(kn\) molecules per unit area and time, where \(k\) is a first-order rate constant with the dimension of a velocity. The gas is steady at the present pore shape, and its density \(n(x)\) is taken as uniform across the pore.

In a slice of thickness \(dx\), the net diffusive inflow equals the wall uptake:

\[
\pi r^2D\,[n'(x+dx)-n'(x)]=2\pi r\,dx\,k\,n .
\]

Dividing by \(\pi r^2D\,dx\) gives

\[
n''=\frac{2k}{rD}\,n=\frac{\phi^2}{L^2}\,n,\qquad
\phi=L\sqrt{\frac{2k}{rD}} ,
\]

where \(\phi\) is the Thiele modulus. With \(y=\phi(1-x/L)\), the general solution is \(A\cosh y+B\sinh y\). By symmetry no flux crosses the midplane, where \(y=0\), so \(B=0\). The condition \(n(0)=n_0\) then gives \(A=n_0/\cosh\phi\), and

\[
n(x)=n_0\frac{\cosh[\phi(1-x/L)]}{\cosh\phi}.
\]

Everything deposited in this half entered through its mouth. Since \(n'(0)=-(\phi/L)n_0\tanh\phi\), the total rate is

\[
R=-\pi r^2D\,n'(0)=\pi r^2n_0\frac DL\,\phi\tanh\phi .
\]

For \(\phi\gg1\), \(\tanh\phi\to1\). Define the reaction depth \(\lambda=L/\phi=\sqrt{rD/(2k)}\). Then

\[
R\to\pi r^2n_0\frac D\lambda=\pi r^2n_0\sqrt{\frac{2kD}{r}} .
\]

The length is \(\lambda\), not \(L\). Faster chemistry shortens the path over which the gas must diffuse, so the flux rises. The rate constant survives under the square root.

**Q.** So how much of the activation energy survives?

**A.** Define each energy as a logarithmic slope in \(\beta=1/(k_BT)\):

\[
E=-\frac{d\ln k}{d\beta},\qquad E_D=-\frac{d\ln D}{d\beta},\qquad
E_{\rm app}=-\frac{d\ln R}{d\beta}.
\]

Hold \(n_0\) fixed for now. Apart from constants, \(\ln R=\ln D+\ln(\phi\tanh\phi)\). The second term has the derivative

\[
\frac{d\ln(\phi\tanh\phi)}{d\ln\phi}
=1+\frac{\phi}{\sinh\phi\cosh\phi}=1+\frac{2\phi}{\sinh2\phi}.
\]

Since \(\ln\phi=\tfrac12\ln k-\tfrac12\ln D+\text{const}\), we have \(-d\ln\phi/d\beta=(E-E_D)/2\). The chain rule gives

\[
E_{\rm app}=E_D+\frac{E-E_D}{2}\left(1+\frac{2\phi}{\sinh2\phi}\right)
=wE+(1-w)E_D,\qquad w=\frac12+\frac{\phi}{\sinh2\phi}.
\]

For small \(\phi\), \(2\phi/\sinh2\phi\approx1-2\phi^2/3\), so \(w\approx1-\phi^2/3\) and the full \(E\) is seen. For large \(\phi\), \(w-\tfrac12\approx2\phi e^{-2\phi}\), and

\[
E_{\rm app}\to\frac{E+E_D}{2}.
\]

This is about \(E/2\) when \(E_D\ll E\). The approach is quick: with constant \(D\), the share of \(E\) retained is 0.776 at \(\phi=1\), 0.515 at \(\phi=3\) and 0.5005 at \(\phi=5\).

**Q.** Is \(E_D\) really small in a narrow pore, where molecules hit the wall more often than each other?

**A.** In that Knudsen regime we can calculate it. Let molecules leave the wall by the cosine law, with \(\alpha\) the angle to the pore axis and \(b\) the angle between the cross-sectional projection of the flight and the wall normal. The direction weight is \(\sin^2\!\alpha\cos b\,d\alpha\,db/\pi\), with \(0<\alpha<\pi\) and \(|b|<\pi/2\). A flight has length \(\ell=2r\cos b/\sin\alpha\) and axial displacement \(z=2r\cos b\cot\alpha\). Hence

\[
\langle z^2\rangle=\frac{4r^2}{\pi}\int\cos^3b\,db\int\cos^2\!\alpha\,d\alpha
=\frac{4r^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{8r^2}{3},
\]

\[
\langle\ell\rangle=\frac{2r}{\pi}\int\cos^2b\,db\int\sin\alpha\,d\alpha
=\frac{2r}{\pi}\cdot\frac\pi2\cdot2=2r .
\]

Emitted speeds are weighted by \(v\), so the mean of \(1/v\) over flights is \(1/\bar v\), with \(\bar v\) the mean gas speed. The mean flight time is \(2r/\bar v\). Diffuse emission makes successive axial steps uncorrelated, so

\[
D=\frac{\langle z^2\rangle}{2(2r/\bar v)}=\frac23\,r\bar v .
\]

Because \(\bar v\propto\sqrt T\), \(E_D=k_BT^2\,d\ln D/dT=k_BT/2\). At 1400 K that is 0.060 eV.

**Q.** Put numbers in. I want to see a rate, not just a slope.

**A.** Take round model parameters: \(r=1\) µm, \(L=1\) mm, a molecule of mass 50 u, \(E=2\) eV, and \(k=0.01\) m/s at 1200 K. Fix \(n_0=6.04\times10^{20}\) m\(^{-3}\), the density of a gas at 10 Pa and 1200 K. Let there be no carrier gas. With a collision diameter of 0.5 nm the mean free path at this density is 1.49 mm, far larger than \(r\), so Knudsen diffusion applies. Molecules in the pore then hit the wall hundreds of times for each meeting with one another, so the wall controls their diffusion and the precursor need not be dilute in another gas. At 1200 K, \(\bar v=712.8\) m/s, and

\[
D=\tfrac23(10^{-6})(712.8)=4.75\times10^{-4}\ \text{m}^2/\text{s},
\]

\[
\phi=10^{-3}\sqrt{\frac{2(0.01)}{(10^{-6})(4.75\times10^{-4})}}=6.49 .
\]

The effectiveness \(\eta\) compares \(R\) with the rate \(2\pi rLkn_0\) of a pore filled uniformly at \(n_0\). Using \(2kL^2/(rD)=\phi^2\),

\[
\eta=\frac{rD\,\phi\tanh\phi}{2kL^2}=\frac{\tanh\phi}{\phi}.
\]

| \(T\) (K) | \(\phi\) | \(\eta\) | \(E_{\rm app}\) (eV) |
|---:|---:|---:|---:|
| 900 | 0.28 | 0.975 | 1.95 |
| 1000 | 0.98 | 0.768 | 1.57 |
| 1100 | 2.75 | 0.360 | 1.07 |
| 1200 | 6.49 | 0.154 | 1.03 |
| 1400 | 24.8 | 0.040 | 1.03 |

These effectiveness values and slopes come from a finite-volume solution of the balance, without the closed forms; it was tested against them. At 1400 K the pore delivers 4% of its unhindered rate, yet \(E_{\rm app}=(2+0.060)/2=1.03\) eV, or 99 kJ/mol.

Now heat the pore from 1300 to 1400 K. The rate constant grows by a factor 3.579 and the diffusivity by 1.038. Your fixed-length picture predicts a rate increase of 4%. The solved balance gives a factor 1.93, in agreement with \(\sqrt{3.579\times1.038}\).

**Q.** Then hotter is still faster everywhere in the pore, only less steeply?

**A.** No. The half belongs to the total. The local deposition rate is \(kn(x)\), and its logarithm is \(\ln k+\ln\cosh y-\ln\cosh\phi\) plus a constant. At fixed \(x\), \(y\) is proportional to \(\phi\), so \(d\ln\cosh y/d\ln\phi=y\tanh y\). Therefore

\[
E_{\rm loc}(x)=E-\frac{E-E_D}{2}\,[\phi\tanh\phi-y\tanh y].
\]

When \(\phi\) and \(y\) are both large, the bracket is \(\phi-y=x/\lambda\), and \(E_{\rm loc}\) vanishes at \(x/\lambda=2E/(E-E_D)\), slightly beyond 2. At 1200 K, \(\lambda=154\) µm. The local energy is 2.00 eV at the mouth, 1.03 eV at depth \(\lambda\), and zero at 316 µm. At 617 µm, or \(4\lambda\), it is \(-1.93\) eV: heating lowers the deposition rate there, because the gas is consumed before it arrives.

There is no conflict with the total. Differentiating \(R=2\pi r\int_0^L kn\,dx\) gives

\[
E_{\rm app}=\frac{\int_0^L E_{\rm loc}\,kn\,dx}{\int_0^L kn\,dx},
\]

a mean weighted towards the mouth. Its numerical value at 1200 K is 1.026 eV, the same as the slope of the total rate. For infiltration the distinction matters: a higher total rate can come with less deposit in the interior.

**Q.** But I have seen deposition rates go almost flat with temperature. What would produce that?

**A.** Several things can: exhaustion of the feed, a saturated surface, or a local measurement near the depth where \(E_{\rm loc}\) vanishes. For the total rate in this model, the cause is a resistance whose length does not shrink as the chemistry speeds up. Put a barrier outside the mouth, such as a stagnant layer of fixed thickness, with conductance \(h\) per unit mouth area. Let \(n_b\) be the density beyond it and \(n_m\) the density at the mouth, and write \(G=(D/L)\phi\tanh\phi\) for the pore. The same flux passes through both:

\[
h(n_b-n_m)=Gn_m\quad\Rightarrow\quad n_m=\frac{h}{h+G}\,n_b,
\qquad R=\pi r^2n_b\frac{hG}{h+G}.
\]

Let \(h\) and \(n_b\) be independent of temperature. Since \(d\ln R/d\ln G=1-G/(h+G)=h/(h+G)\),

\[
E_{\rm app}=E_G\,\frac{h}{h+G},
\]

where \(E_G\) is the slope found earlier for the pore alone. At 1200 K, \(G=3.083\) m/s. With \(h=0.05\) m/s, a low value chosen so that the barrier dominates and not one computed for a gas layer at 10 Pa,

\[
E_{\rm app}=1.026\times\frac{0.05}{3.133}=0.016\ \text{eV}.
\]

This is a temperature-insensitive rate, but it is set outside the reacting pore. The number is only illustrative. At 10 Pa the gas diffusivity is about \(\bar v/3\) times the mean free path, or 0.35 m\(^2\)/s, so this \(h\) would need a layer some 7 m thick; such a barrier belongs to much higher pressures. A real gas layer also has its own weak temperature dependence: with \(h\propto T^{1.75}\) the slope at fixed \(n_b\) would be 0.19 eV. The half law requires the mouth density to be unaffected by such a barrier, which means \(h\gg G\).

**Q.** Are there other ways for the half to fail?

**A.** Three matter here.

First, diffusion itself may be activated. If \(E_D=0.8\) eV, with the same \(D\) at 1200 K, the slope becomes \((2+0.8)/2=1.4\) eV, which is 70% of \(E\).

Second, the mouth may be held at fixed pressure \(p\) rather than fixed density. Then \(n_0=p\beta\), and \(-d\ln n_0/d\beta=-k_BT\). This lowers the intrinsic and the observed slopes equally. At 1200 K the observed one falls from 1.026 to 0.923 eV.

Third, the one-dimensional diffusion model needs \(\lambda\gg r\). If a molecule sticks with small probability \(s\) per wall collision, then \(k=s\bar v/4\), and inserting \(D=\tfrac23r\bar v\) gives \(\lambda=r\sqrt{4/(3s)}\). In a very long pore, the fraction of entering molecules captured is the flux \(n_0D/\lambda\) divided by the incident flux \(n_0\bar v/4\):

\[
\frac{4D}{\bar v\lambda}=\frac{8r}{3\lambda}=4\sqrt{\frac s3}.
\]

A Monte Carlo calculation of free flights between the walls, with no diffusion equation, gives 0.0227 at \(s=10^{-4}\), against 0.0231 from this formula. At \(s=10^{-3}\) it gives 0.0671 against 0.0730, a value 8% below the formula. The sampling uncertainties (one standard deviation) are about 2% of the first value and 1% of the second. Between the two, capture grows as \(s^{0.47}\), with a sampling uncertainty of 0.01 in the exponent. This sample overstates both departures: without sampling noise, the same free-flight model gives a gap near 6% and an exponent near 0.48. The calculation does not isolate their cause. At 1400 K our example has \(s=8\times10^{-4}\), so its rate and its slope each carry a model error of several per cent. The strong temperature dependence remains.

**Q.** If I measure a slope near 1 eV, may I conclude that the chemistry has 2 eV and the pores are severely limited?

**A.** Not from the slope alone. An unhindered reaction with \(E=1\) eV would give the same value. Change the pore length at fixed radius and mouth density. For \(\phi\ll1\), \(\tanh\phi\approx\phi\) and \(R\approx2\pi rLkn_0\), proportional to \(L\). For \(\phi\gg1\), \(R\) no longer depends on \(L\), because the gas does not reach the added length. This test assumes a uniform straight pore and first-order uptake of one species with no gas-phase reaction inside the pore, and it needs \(h\gg G\): a dominant barrier outside the mouth would also make \(R\) insensitive to \(L\), whatever the value of \(\phi\). Make the comparison early in the run: with \(D\propto r\), \(\phi\) grows as \(1/r\) when a uniform pore narrows, so the deposit itself drives the pore towards severe limitation. The numerical output below gives the remaining values for this example.

## Calculated quantities

```
Inputs: r = 1.0 um, L = 1.0 mm, mass = 50 u, E = 2.0 eV
k at 1200 K = 0.010 m/s; pressure there = 10 Pa
Mouth density n0 = 6.036e+20 1/m^3
Collision diameter = 0.5 nm, mean free path = 1.49 mm
Flights: <z^2>/r^2 = 2.66667, mean chord/r = 2.00000
At 1200 K: mean speed = 712.8 m/s, D = 4.752e-04 m^2/s
At 1200 K: phi = 6.487, reaction depth lam = 154.1 um
At 1200 K: sticking probability 4k/v = 5.61e-05
T (K) | phi | eta | R (1/s) | E_app (eV) | E_app/E
  900 |   0.278 | 0.9751 | 5.862e+07 | 1.9514 | 0.9757
 1000 |   0.982 | 0.7679 | 6.086e+08 | 1.5719 | 0.7859
 1100 |   2.752 | 0.3604 | 2.355e+09 | 1.0674 | 0.5337
 1200 |   6.487 | 0.1541 | 5.846e+09 | 1.0259 | 0.5130
 1300 |  13.379 | 0.0747 | 1.255e+10 | 1.0280 | 0.5140
 1400 |  24.849 | 0.0402 | 2.419e+10 | 1.0302 | 0.5151
Severe limit (E+E_D)/2 at 1400 K = 1.0302 eV = 99.4 kJ/mol
E_D = kB*T/2 at 1400 K = 0.0603 eV
Sticking probability at 1400 K = 8.23e-04, lam = 40.2 um
Share of E kept when D is constant:
  phi = 0.3: share = 0.9712
  phi = 1.0: share = 0.7757
  phi = 2.0: share = 0.5733
  phi = 3.0: share = 0.5149
  phi = 5.0: share = 0.5005
From 1300 to 1400 K: R x 1.927, k x 3.579, D x 1.0377
Local activation energy at 1200 K:
  depth    0.1 um (0.00 lam): 1.999 eV, flux/mouth flux 0.9992
  depth  154.1 um (1.00 lam): 1.026 eV, flux/mouth flux 0.3679
  depth  308.4 um (2.00 lam): 0.050 eV, flux/mouth flux 0.1353
  depth  462.4 um (3.00 lam): -0.928 eV, flux/mouth flux 0.0499
  depth  616.6 um (4.00 lam): -1.930 eV, flux/mouth flux 0.0184
  sign change at 316.4 um = 2.052 lam
  rate-weighted mean = 1.0259 eV
Outside barrier h = 0.050 m/s, pore G = 3.083 m/s: E_app = 0.0164 eV
Diffusivity activated by 0.8 eV: E_app = 1.4000 eV
At 1200 K: E_app = 1.0259 eV at fixed density, 0.9225 eV at fixed p
Free flights, 100000 molecules per run:
  sticking 1e-03: captured 0.06707, diffusion theory 0.07303
  sticking 1e-04: captured 0.02266, diffusion theory 0.02309
  exponent of capture in sticking = 0.471 +- 0.010
```
